\section{The optimized effective potential}

When the exchange energy is computed from orbitals, these can be generated by the nonlocal Fock operator or by a Hamiltonian $-\tfrac12\nabla^2+v(\mathbf r)$ with one multiplicative potential for all of them. The local choice gives occupied and empty levels of a single potential, and it can cost total energy. How much it costs, and whether a computed cost of zero signals a property of the system or a defect of the basis, follows from treating the local choice as a constrained Hartree--Fock (HF) minimisation. The best local potential is the optimized effective potential (OEP).

\subsection{Energy functional and the inequality}

Hartree atomic units are used, orbitals are real, there is no magnetic field, and $N$ electrons doubly occupy $n_o=N/2$ orthonormal spatial orbitals. Indices $i,j$ label occupied orbitals, $a,b$ virtual ones, $p,q,r,s$ either. With $h=-\tfrac12\nabla^2+v_{\rm ext}$, $(pq|rs)=\iint\phi_p\phi_q(\mathbf r)\phi_r\phi_s(\mathbf r')/|\mathbf r-\mathbf r'|$ and the projector $\gamma=\sum_i|\phi_i\rangle\langle\phi_i|$, the energy of the determinant is
\begin{equation}
E[\gamma]=2\sum_{pq}h_{pq}\gamma_{pq}+G[\gamma,\gamma],\qquad
G[\gamma,\gamma']=\sum_{pqrs}\gamma_{pq}\gamma'_{rs}\,[2(pq|rs)-(pr|qs)].
\label{E}
\end{equation}
$G$ is symmetric and bilinear, so a change $\delta$ of $\gamma$ gives, with no remainder,
\begin{equation}
E[\gamma+\delta]=E[\gamma]+2\sum_{pq}F_{pq}\delta_{pq}+G[\delta,\delta],\qquad F=h+v_{\rm H}+X .
\label{quad}
\end{equation}
Here $2\sum_{rs}\gamma_{rs}(pq|rs)$ is the matrix of the Hartree potential $v_{\rm H}$ of the density $n=2\sum_i\phi_i^2$, and $-\sum_{rs}\gamma_{rs}(pr|qs)$ is the matrix of the exchange operator
\begin{equation}
X\phi(\mathbf r)=-\sum_j\phi_j(\mathbf r)\int\frac{\phi_j(\mathbf r')\phi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\label{X}
\end{equation}

$E_{\rm HF}$ is the minimum of \eqref{E} over all rank-$n_o$ projectors, that is, the spin-restricted HF energy. For a local $v$, let $\gamma[v]$ project on the $n_o$ lowest eigenfunctions of
\begin{equation}
h_s\phi_p=\left(-\tfrac12\nabla^2+v\right)\phi_p=\varepsilon_p\phi_p ,
\label{hs}
\end{equation}
with a gap above the highest occupied level so that $\gamma[v]$ is unique, and let $E_{\rm OEP}=\inf_vE[\gamma[v]]$. Each $\gamma[v]$ is one of the projectors in the HF search, so $E[\gamma[v]]\ge E_{\rm HF}$ for each $v$, and
\begin{equation}
E_{\rm OEP}\ge E_{\rm HF}.
\label{ineq}
\end{equation}
A potential attains equality if and only if its $\gamma[v]$ is an HF minimiser. An unrestricted solution below $E_{\rm HF}$ lies below $E_{\rm OEP}$ as well; the equality statements refer to the restricted energy.

\subsection{The OEP equation}

To first order $\delta=\sum_i(|\delta\phi_i\rangle\langle\phi_i|+|\phi_i\rangle\langle\delta\phi_i|)$, and \eqref{quad} gives $\delta E=4\sum_i\langle\delta\phi_i|F|\phi_i\rangle$, one factor 2 from spin and one from the two equal terms. First-order perturbation theory for \eqref{hs} gives
\begin{equation}
\delta\phi_i=\sum_{p\ne i}\phi_p\frac{\delta v_{pi}}{\varepsilon_i-\varepsilon_p},\qquad
\delta E=4\sum_i\sum_{p\ne i}\frac{F_{pi}\,\delta v_{pi}}{\varepsilon_i-\varepsilon_p},
\label{pt}
\end{equation}
where $\delta v_{pi}=\int\phi_p\,\delta v\,\phi_i$ and the sums include the continuum. An occupied pair enters twice, as $(i,j)$ and $(j,i)$, with a symmetric numerator and opposite denominators, and cancels; mixing among occupied orbitals, degenerate or not, leaves $\gamma$ unchanged. The terms $p=a$ remain. Define the local exchange potential $v_x$ and the operator $W$ by
\begin{equation}
v=v_{\rm ext}+v_{\rm H}+v_x,\qquad W=X-v_x,\qquad F=h_s+W .
\label{W}
\end{equation}
Since $\langle a|h_s|i\rangle=\varepsilon_i\langle a|i\rangle=0$, $F_{ai}=W_{ai}$, and the coefficient of $\delta v(\mathbf r)$ in \eqref{pt} is
\begin{equation}
\frac{\delta E}{\delta v(\mathbf r)}=4\sum_{ia}\phi_i(\mathbf r)\phi_a(\mathbf r)\frac{W_{ai}}{\varepsilon_i-\varepsilon_a}.
\label{grad}
\end{equation}
Setting \eqref{grad} to zero and writing $W_{ai}=X_{ai}-\int\phi_av_x\phi_i$ yields the OEP equation,
\begin{align}
&\int\chi(\mathbf r,\mathbf r')\,v_x(\mathbf r')\,d^3r'=\Lambda(\mathbf r),\label{oep}\\
&\chi=4\sum_{ia}\frac{\phi_i\phi_a(\mathbf r)\,\phi_i\phi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a},\qquad
\Lambda=4\sum_{ia}\frac{\phi_i\phi_a(\mathbf r)\,X_{ai}}{\varepsilon_i-\varepsilon_a}.\label{chi}
\end{align}
The kernel is the static density response of $h_s$: inserting \eqref{pt} in $\delta n=4\sum_i\phi_i\delta\phi_i$, where occupied pairs cancel again, gives $\delta n=\int\chi\,\delta v$. Because $\chi$, $\Lambda$ and $v_{\rm H}$ depend on $v$, \eqref{oep} is solved self-consistently with \eqref{hs} and \eqref{W}. It expresses stationarity; a solution is not thereby shown to be the global minimum.

The quadratic form $\iint f\chi f=-4\sum_{ia}f_{ai}^2/(\varepsilon_a-\varepsilon_i)$ is nonpositive and vanishes only when every $f_{ai}=0$. If the orbitals are complete this means $f(\mathbf r)\phi_i(\mathbf r)=\sum_jc_{ij}\phi_j(\mathbf r)$. The vector of occupied values $\phi_i(\mathbf r)$ is nowhere zero, because the lowest orbital is positive, so $f(\mathbf r)$ is at each point an eigenvalue of the finite matrix $c$, and a continuous $f$ is constant. For a given set of orbitals \eqref{oep} therefore fixes a continuous $v_x$ up to a constant. The source is compatible with this null vector, since $\langle i|a\rangle=0$ gives $\int\Lambda=0$.

\paragraph{Orbital shifts.} For nondegenerate occupied levels let $\psi_i=\sum_{p\ne i}\phi_pW_{pi}/(\varepsilon_i-\varepsilon_p)$. Acting with $\varepsilon_i-h_s$ removes the denominators, and $\sum_{p\ne i}|p\rangle\langle p|=1-|i\rangle\langle i|$ gives
\begin{equation}
(\varepsilon_i-h_s)\psi_i=(W-\bar W_i)\phi_i,\qquad\bar W_i=W_{ii},\qquad\langle\phi_i|\psi_i\rangle=0 .
\label{shift}
\end{equation}
Occupied pairs cancel in $\sum_i\phi_i\psi_i$, so \eqref{grad} equals $4\sum_i\phi_i\psi_i$ and \eqref{oep} is
\begin{equation}
\sum_i\phi_i(\mathbf r)\psi_i(\mathbf r)=0 .
\label{sum}
\end{equation}
The function $\psi_i$ is the first-order change of $\phi_i$ under $h_s\to h_s+W=F$. The OEP is thus a local potential whose density does not change to first order when $v_x$ is replaced by $X$, although with more than one occupied orbital the single orbitals can change.

\subsection{The constant in $v_x$ and two virial relations}

Consider an atom or ion with two occupied $s$ orbitals, $\varepsilon_1<\varepsilon_2<0$, and choose the constant so that $v_{\rm ext}+v_{\rm H}+v_x\to0$; then $\phi_i\sim e^{-\kappa_ir}$ up to powers of $r$, with $\kappa_i=\sqrt{-2\varepsilon_i}$. Let $u_i=\sqrt{4\pi}\,r\phi_i$ and let $V_{ij}$ be the potential of the spherical charge $\phi_i\phi_j$, whose total is $\delta_{ij}$:
\begin{equation}
V_{ij}(r)=\frac{\delta_{ij}}{r}-\int_r^\infty u_iu_j\left(\frac1r-\frac1{r'}\right)dr' .
\label{Vij}
\end{equation}
Hence $V_{12}\sim e^{-(\kappa_1+\kappa_2)r}$. The source in \eqref{shift} for $i=1$ is $-(V_{11}+v_x+\bar W_1)\phi_1-V_{12}\phi_2$, which decays as $e^{-\kappa_1r}$, as does the bounded homogeneous solution, so $\psi_1\sim e^{-\kappa_1r}$. Then \eqref{sum} gives $\psi_2/\phi_2=-\phi_1\psi_1/\phi_2^2\sim e^{-2(\kappa_1-\kappa_2)r}$. Dividing \eqref{shift} for $i=2$ by $\phi_2$, the left side decays at this rate, and the right side is $-V_{22}-V_{12}\phi_1/\phi_2-v_x-\bar W_2$ with $V_{12}\phi_1/\phi_2\sim e^{-2\kappa_1r}$. Therefore
\begin{equation}
v_x(r)\to-V_{22}(r)-\bar W_2\to-\frac1r-\bar W_2 ,
\label{tail}
\end{equation}
and $v_x(\infty)=0$ requires the HOMO condition $\langle2|v_x|2\rangle=\langle2|X|2\rangle$. By \eqref{W} it reads $F_{22}=\varepsilon_2$. The argument used the exponential decay of $V_{12}$; shells with $l>0$ have multipole tails and need a separate analysis.

For a single nucleus, $v_{\rm ext}=-Z/r$, the potential $v_\lambda(\mathbf r)=\lambda^2v(\lambda\mathbf r)$ is local and has orbitals $\lambda^{3/2}\phi_i(\lambda\mathbf r)$, because both terms of $h_s$ scale as $\lambda^2$. The kinetic energy $T$ scales as $\lambda^2$ and each Coulomb term as $\lambda$, so $E(\lambda)=\lambda^2T+\lambda(V_{\rm ext}+E_{\rm H}+E_x)$, with $E_x=\sum_iX_{ii}$. Stationarity at $\lambda=1$ gives
\begin{equation}
2T+V_{\rm ext}+E_{\rm H}+E_x=0,\qquad E=-T .
\label{vir1}
\end{equation}
The eigenfunctions also make $2\sum_i\langle\phi_i|h_s|\phi_i\rangle=\lambda^2T+\int n(\mathbf r)v(\mathbf r/\lambda)$ stationary at fixed $v$, so $2T=\int n\,\mathbf r\cdot\nabla v$. The external part is $-V_{\rm ext}$, since $\mathbf r\cdot\nabla r^{-1}=-r^{-1}$. The Hartree part is $-\iint nn'\,\mathbf r\cdot(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3$; averaging it with its copy under $\mathbf r\leftrightarrow\mathbf r'$ turns the numerator into $\tfrac12|\mathbf r-\mathbf r'|^2$ and gives $-E_{\rm H}$. Thus $2T=-V_{\rm ext}-E_{\rm H}+\int n\,\mathbf r\cdot\nabla v_x$, and comparison with \eqref{vir1} and an integration by parts give the Levy--Perdew relation
\begin{equation}
E_x=-\int n\,\mathbf r\cdot\nabla v_x\,d^3r=\int v_x\,\nabla\cdot(\mathbf r\,n)\,d^3r .
\label{vir2}
\end{equation}

\subsection{Size of the gap}

HF stationarity is $F_{ai}=0$ for every pair, whereas \eqref{grad} sets one weighted sum of the $F_{ai}$ to zero at each point. On a grid of $M$ points a potential has $M-1$ effective parameters, and there are $n_o(M-n_o)$ pairs. The counts agree for $n_o=1$ and differ by about a factor $n_o$ otherwise. A count suggests a strict inequality without proving it; a sharper criterion comes from the HF orbitals. If the HF projector is $\gamma[v]$, then $\langle a|h_s|i\rangle=0$ and $F_{ai}=0$ in the HF orbitals, so $W_{ai}=0$. Attained equality therefore requires
\begin{equation}
\rho=\min_{w\ \rm local}\Big[\sum_{ia}\langle a|X-w|i\rangle^2\Big]^{1/2}=0\quad\text{on the HF orbitals}.
\label{rho}
\end{equation}

To estimate the gap, rotate the OEP orbitals, $\phi_i\to\phi_i+\sum_a\kappa_{ai}\phi_a-\tfrac12\sum_{aj}\kappa_{ai}\kappa_{aj}\phi_j$, which keeps them orthonormal to second order. Then $\delta_{ai}=\delta_{ia}=\kappa_{ai}$, $\delta_{ab}=\sum_i\kappa_{ai}\kappa_{bi}$ and, for the occupied block, $-\sum_a\kappa_{ai}\kappa_{aj}$. The linear term of \eqref{quad} is $4\sum W_{ai}\kappa_{ai}+2\sum F_{ab}\kappa_{ai}\kappa_{bi}-2\sum F_{ij}\kappa_{ai}\kappa_{aj}$. In $G[\delta,\delta]$ the pair $(p,q)$ is $(a,i)$ or $(i,a)$ and $(r,s)$ is $(b,j)$ or $(j,b)$. The four Coulomb terms are equal and give $8(ai|bj)$; the four exchange terms $(pr|qs)$ are $(ab|ij)$, $(aj|ib)$, $(ib|aj)$, $(ij|ab)$ and give $-2(ab|ij)-2(aj|bi)$. To second order,
\begin{align}
E&=E_{\rm OEP}+4\,W\!\cdot\kappa+2\,\kappa\cdot H\kappa,\nonumber\\
H_{ai,bj}&=F_{ab}\delta^{\rm K}_{ij}-F_{ij}\delta^{\rm K}_{ab}+4(ai|bj)-(ab|ij)-(aj|bi),
\label{H}
\end{align}
with $\delta^{\rm K}$ the Kronecker symbol; $H$ is the matrix $A+B$ of stability theory. If $H$ is positive definite the minimum is at $\kappa=-H^{-1}W$, where the last two terms are $(-4+2)\,W\!\cdot H^{-1}W$, and
\begin{equation}
E_{\rm OEP}-E_{\rm HF}\simeq2\,W\!\cdot H^{-1}W ,
\label{gap}
\end{equation}
with corrections of third order in $\kappa$.

\subsection{Two electrons}

For $n_o=1$ the determinant $|\phi\alpha\,\phi\beta|$ is a singlet, $n=2\phi^2$, and \eqref{X} applied to the occupied orbital gives $X\phi=-\tfrac12v_{\rm H}\phi$. The HF equation $F\phi=\varepsilon\phi$ becomes
\begin{equation}
\left(-\tfrac12\nabla^2+v\right)\phi=\varepsilon\phi,\qquad v=v_{\rm ext}+\tfrac12v_{\rm H}.
\label{two}
\end{equation}
Membership of the OEP family requires that $\phi$ be the lowest eigenfunction. Assume that a minimiser exists and that the nuclei attract, $v_{\rm ext}\le0$. The energy $\int|\nabla\phi|^2+2\int v_{\rm ext}\phi^2+(\phi\phi|\phi\phi)$ is unchanged under $\phi\to|\phi|$, because $|\nabla|\phi||=|\nabla\phi|$ almost everywhere, so there is a minimiser with $\phi\ge0$, and it obeys \eqref{two}. Since $v_{\rm H}$ is bounded, $v$ is bounded above, and a constant $c>0$ exists with $c+\varepsilon-v>0$. Writing \eqref{two} as $(-\tfrac12\nabla^2+c)\phi=(c+\varepsilon-v)\phi$ and inverting with the positive kernel $e^{-\sqrt{2c}\,|\mathbf r-\mathbf r'|}/(2\pi|\mathbf r-\mathbf r'|)$ shows that $\phi>0$ everywhere. Any trial function can then be written $\phi g$. The product rule and \eqref{two} give $\phi g\,(h_s-\varepsilon)\phi g=-\tfrac12g\,(2\phi\nabla\phi\cdot\nabla g+\phi^2\nabla^2g)=-\tfrac12g\nabla\cdot(\phi^2\nabla g)$, and an integration by parts gives
\begin{equation}
\langle\phi g|h_s-\varepsilon|\phi g\rangle=\tfrac12\int\phi^2|\nabla g|^2\,d^3r\ge0 ,
\label{gs}
\end{equation}
which vanishes for constant $g$ alone. So $\phi$ is the nondegenerate ground state of $v$, the HF projector is $\gamma[v]$, and
\begin{equation}
E_{\rm OEP}=E_{\rm HF},\qquad v_x=-\tfrac12v_{\rm H}\qquad(N=2,\ \text{singlet}).
\label{eq}
\end{equation}
Here $W\phi=0$, so \eqref{oep} holds term by term, $\bar W=0$, and $v_x\to-1/r$.

\paragraph{Unrestricted solutions.} For $|a\alpha\,b\beta|$ the energy is $h_{aa}+h_{bb}+(aa|bb)$, and variation gives $(h+v_{\rm H}[b^2])a=\varepsilon_aa$ and the same with $a\leftrightarrow b$, where $v_{\rm H}[b^2]$ is the potential of the charge $b^2$. The argument leading to \eqref{gs} applies to each orbital, so an OEP with one potential per spin reaches the unrestricted energy of this determinant, $E_{\rm UHF}$. For $S_z=0$, $\langle S^2\rangle=\|S_+\Phi\|^2$, and $S_+\Phi=|a\alpha\,b\alpha|$ has squared norm $1-\langle a|b\rangle^2$; the state is a singlet when $a=\pm b$ and not otherwise. Where $E_{\rm UHF}<E_{\rm HF}$, the spin-independent OEP lies above UHF even for two electrons.

A one-dimensional model shows this: unit charges at $\pm2.5$ bohr, all interactions of the form $1/\sqrt{x^2+1}$, on a sinc grid of 121 points over $[-12,12]$ bohr. Self-consistent iteration of the nonlocal Fock matrix gives electronic energies of $-1.357172$ Ha (restricted) and $-1.533640$ Ha (unrestricted), $0.176468$ Ha apart, with $\langle S^2\rangle=0.9858$ and hence $\langle a|b\rangle^2=0.0142$. The determinants built from the lowest orbitals of the local potentials $v_{\rm ext}+\tfrac12v_{\rm H}$ and $v_{\rm ext}+v_{\rm H}[\text{other spin}]$ have these same two energies.

\subsection{Example: B$^{3+}$ and B$^+$}

The ions B$^{3+}$ ($1s^2$) and B$^+$ ($1s^22s^2$) have $Z=5$. The level of theory is nonrelativistic, with a fixed point nucleus, spin-restricted, spherical and without correlation, so the energies are not those of the real ions. The functions $u_i(r)$ are represented on Gauss--Lobatto points $x$ mapped by $r=L(1+x)/(1-x+2L/R)$, with $u(0)=u(R)=0$; the order, $L$ and $R$ are 36, 0.8 and 3.5 bohr for B$^{3+}$ and 56, 1.5 and 12 bohr for B$^+$. A local potential is a diagonal matrix, and the $V_{ij}$ come from the radial Poisson equation. Starting from $v_0=-Z/r+(N-1)(1-e^{-2r})/r$, each cycle diagonalises $h_s$, builds \eqref{chi} from all grid eigenvectors, solves \eqref{oep} with the constant fixed by the HOMO condition, and mixes old and new potentials equally. HF energies come from iterating the nonlocal Fock matrix on the same grid.

For B$^{3+}$ both routes give $-21.98623447$ Ha and $\varepsilon_{1s}=-9.541978$ Ha. The energies differ by about $10^{-13}$ Ha, and $|v_x+\tfrac12v_{\rm H}|$ stays below $2\times10^{-11}$ Ha for $r<2.5$ bohr, in line with \eqref{eq}. The least-squares residual \eqref{rho} is of order $10^{-15}$ Ha.

For B$^+$,
\begin{equation}
E_{\rm OEP}-E_{\rm HF}=-24.23688747+24.23757518=0.68771\ \text{mHa}=18.71\ \text{meV},
\end{equation}
about $2.8\times10^{-5}$ of $|E_{\rm HF}|$. A grid of order 64 with $L=1.8$ and $R=13$ bohr gives the same five digits, and restricted HF in 28 $s$ Gaussians with exponents $0.04\times2^k$ bohr$^{-2}$ gives $-24.23757507$ Ha, $1.1\times10^{-7}$ Ha above the grid value. That the solution is the minimum rests on numerical evidence: a descent from $v_0$, whose energy is $-24.22132$ Ha, with gradients taken from differences of $E[\gamma[v]]$, ends at $-24.23688747$ Ha, and the lowest of 150 potentials made by adding random Gaussian bumps to the OEP lies $4.2$ mHa above it.

With 55 interior points there are 54 parameters against $2\times53=106$ pairs, and $\rho=0.0774$ Ha, so on this grid no local potential has the computed HF occupied space. At the OEP $\|W_{ai}\|=0.09022$ Ha, and \eqref{gap}, over $s\to s$ rotations, gives $0.68775$ mHa, within $10^{-4}$ of the gap in relative terms. Writing \eqref{gap} as $2\|W\|^2/\Delta$ defines an average stiffness,
\begin{equation}
\Delta=\frac{2\times0.09022^2}{6.8775\times10^{-4}}=23.7\ \text{Ha},
\end{equation}
about three times the $1s$ binding energy. Here $1/\Delta$ is the mean of the inverse eigenvalues of $H$, weighted by the squared components of the residual along the eigenvectors, so at most a fraction $\eta/\Delta$ of $\|W\|^2$ lies on eigenvalues below $\eta$. The residual therefore lies mainly along stiff directions of $H$, and a residual near $0.1$ Ha costs less than 1 mHa.

The OEP kinetic energy is $24.23688750$ Ha, equal to $-E$ within $3\times10^{-8}$ Ha, and both sides of \eqref{vir2} are $-3.490932$ Ha. Values of the potential, interpolated to the radii given, are $v_x=-3.617$, $-1.135$, $-0.617$ and $-0.471$ Ha at $0.091$, $0.509$, $0.980$ and $1.960$ bohr. At $6.773$ bohr this grid gives $rv_x=-0.99985$ Ha\,bohr, but the deviation of $1.5\times10^{-4}$ Ha\,bohr from the limit $-1$ is discretisation error in the tail: finite-element grids of 134 and 175 points both give $1+rv_x=2.0\times10^{-6}$ Ha\,bohr, equal to $1-rV_{22}$ as \eqref{tail} requires.

The levels separate in a way the total energy does not. For $2s$, $F_{22}=\varepsilon_2=-0.873795$ Ha, against the HF level $-0.873823$ Ha. For $1s$ the OEP level is $-7.426073$ Ha and the HF level $-8.185922$ Ha, a difference of $-0.759849$ Ha. First order in $W$ gives $F_{11}=\varepsilon_1+\bar W_1=-7.426073-0.759016=-8.185089$ Ha, which accounts for all but $0.8$ mHa of it. One constant can annul one $\bar W_i$, and \eqref{tail} spends it on the highest level.

\subsection{Collapse of the gap in a finite orbital basis}

The uniqueness of $v_x$ used completeness, and it fails when the orbitals are expanded in $m$ functions $b_p$ while $v$ remains free. Let $g_\mu$ run over the $m(m+1)/2$ products $b_pb_q$, $p\le q$, and suppose they are linearly independent. Their Gram matrix $S_{\mu\nu}=\int g_\mu g_\nu$ is then invertible, and the local function
\begin{equation}
w(\mathbf r)=\sum_{\mu\nu}g_\mu(\mathbf r)\,(S^{-1})_{\mu\nu}X_\nu\quad\text{obeys}\quad\int g_\mu w=X_\mu ,
\label{w}
\end{equation}
where $X_\mu$ is the matrix element of $X$ at the HF solution in the basis. With $v=v_{\rm ext}+v_{\rm H}+w$ the matrix of $h_s$ equals the Fock matrix. If the HF solution occupies its lowest eigenvectors, $\gamma[v]$ is the HF projector and the gap vanishes for any $N$. Adding to $w$ a function orthogonal to all $g_\mu$ changes nothing, so the potential is undetermined as well.

For B$^+$, take as basis the four lowest eigenfunctions of $-\tfrac12\nabla^2+v_0$ on the grid with $R=12$ bohr. The wall at $R$ raises the fourth level by $0.032$ Ha and the third by $0.4$ mHa, so the energies below belong to this box. The ten products have rank ten on the grid. The HF energy in this basis is $-24.22360857$ Ha, and the grid potential $w$ of least Euclidean norm that reproduces the ten elements of $X$ gives the same energy, with $\max|w|=100$ Ha against the few hartrees of $v_x$; this size depends on the grid and on the norm used to select $w$. So large a potential is not needed for the collapse: only the four occupied--virtual elements of $h_s$ must vanish in the HF orbitals, and adding to the grid OEP potential a local term of at most $0.14$ Ha in magnitude already gives the HF energy in this basis. The grid OEP potential, diagonalised in the same basis, gives $-24.22353414$ Ha, which is $0.074$ mHa higher: in this basis the energy prefers $w$ to the potential that is optimal on the full grid. A vanishing gap for more than one orbital per spin therefore calls for comparing the freedom given to $v$ with the number of independent occupied--virtual orbital products before the potential or its levels are used.
